# The Bethe Sum Rule for Generalized Oscillator Strengths and Fast-Ion Stopping, part 1

(Sections cited here and not found follow in the second part.)

## First half: the sum rule

### 1. A fast ion and many possible excitations

A proton of a few MeV crossing a thin layer of matter loses energy mainly to electrons. In one collision it transfers a momentum $\hbar\mathbf q$ to the electrons of an atom, and the atom ends in some state $n$: excited, ionized, or unchanged. To find the energy loss one needs the probability of every final state, weighted with its excitation energy. There are infinitely many such states, and for a many-electron atom none of them is known in closed form.

The energy-weighted sum over all of them can nevertheless be found. At a given $\mathbf q$ it depends on the number of electrons and on $q$, but not on the forces that bind the electrons. The reason is a commutator: the potential energy commutes with the operator that transfers the momentum, and the kinetic energy is quadratic in the momenta.

### 2. Definitions and assumptions

Take $N$ nonrelativistic electrons of mass $m$ with fixed nuclei,

$$H=\sum_{j=1}^N\frac{\mathbf p_j^2}{2m}+V(\mathbf r_1,\dots,\mathbf r_N).$$

The function $V$ is real and acts by multiplication. It contains the attraction of the nuclei and the repulsion between electrons. A potential of this kind is called local.

The momentum transfer enters through

$$\rho_{\mathbf q}=\sum_{j=1}^N e^{i\mathbf q\cdot\mathbf r_j},\qquad \rho_{\mathbf q}^\dagger=\rho_{-\mathbf q}.$$

Each term raises the momentum of one electron by $\hbar\mathbf q$. Let $|0\rangle$ be a normalized bound eigenstate with energy $E_0$, not necessarily the ground state, and let $|n\rangle$ run over a complete orthonormal set of $N$-electron eigenstates with energies $E_n$. A sum over $n$ includes the integral over the continuum. Since $\rho_{\mathbf q}$ is symmetric in the electrons, it leads from an antisymmetric state to antisymmetric states, and no others are needed.

The quantity to be found is

$$A(\mathbf q)=\sum_n(E_n-E_0)\,|\langle n|\rho_{\mathbf q}|0\rangle|^2. \tag{1}$$

The generalized oscillator strength of the transition $0\to n$ is the dimensionless number

$$f_n(\mathbf q)=\frac{2m}{\hbar^2q^2}(E_n-E_0)\,|\langle n|\rho_{\mathbf q}|0\rangle|^2,\qquad q\neq0. \tag{2}$$

Hence $\sum_nf_n=2mA/\hbar^2q^2$. The claim is that this total equals $N$, under a symmetry condition that the derivation will bring out.

### 3. From the sum to a double commutator

Write the squared modulus in (1) as a product and use $E_n|n\rangle=H|n\rangle$:

$$A(\mathbf q)=\sum_n\langle0|\rho_{\mathbf q}^\dagger(H-E_0)|n\rangle\langle n|\rho_{\mathbf q}|0\rangle
=\langle0|\rho_{\mathbf q}^\dagger(H-E_0)\rho_{\mathbf q}|0\rangle. \tag{3}$$

The last step is completeness; a sum over bound states alone would not allow it. The expectation value is finite, because multiplying a bound-state function by smooth plane waves leaves its kinetic and potential energies finite.

Now expand the double commutator:

$$[\rho_{\mathbf q}^\dagger,[H,\rho_{\mathbf q}]]
=\rho_{\mathbf q}^\dagger H\rho_{\mathbf q}-\rho_{\mathbf q}^\dagger\rho_{\mathbf q}H-H\rho_{\mathbf q}\rho_{\mathbf q}^\dagger+\rho_{\mathbf q}H\rho_{\mathbf q}^\dagger .$$

Take the expectation value in $|0\rangle$. In the second term $H$ acts to the right and gives $E_0$; in the third it acts to the left and gives $E_0$. By (3) the first term is $A(\mathbf q)+E_0\langle\rho_{\mathbf q}^\dagger\rho_{\mathbf q}\rangle$. The fourth is the same expression with $\mathbf q$ reversed, $A(-\mathbf q)+E_0\langle\rho_{\mathbf q}\rho_{\mathbf q}^\dagger\rangle$. The terms with $E_0$ cancel, and

$$\langle0|[\rho_{\mathbf q}^\dagger,[H,\rho_{\mathbf q}]]|0\rangle=A(\mathbf q)+A(-\mathbf q). \tag{4}$$

The double commutator therefore gives the sum for both directions of the momentum transfer together.

### 4. Evaluation of the commutators

Since $V$ and $\rho_{\mathbf q}$ are both functions of the positions, $[V,\rho_{\mathbf q}]=0$. This is the step at which the binding forces and the electron repulsion disappear.

For the kinetic energy, let $\mathbf p_j=-i\hbar\nabla_j$ act on a plane wave times an arbitrary function. The product rule gives $\mathbf p_je^{i\mathbf q\cdot\mathbf r_j}=e^{i\mathbf q\cdot\mathbf r_j}(\mathbf p_j+\hbar\mathbf q)$. Applying it twice,

$$\mathbf p_j^2e^{i\mathbf q\cdot\mathbf r_j}=e^{i\mathbf q\cdot\mathbf r_j}(\mathbf p_j^2+2\hbar\mathbf q\cdot\mathbf p_j+\hbar^2q^2).$$

Subtract $e^{i\mathbf q\cdot\mathbf r_j}\mathbf p_j^2$, divide by $2m$ and sum over $j$:

$$[H,\rho_{\mathbf q}]=\sum_je^{i\mathbf q\cdot\mathbf r_j}\left(\frac{\hbar^2q^2}{2m}+\frac{\hbar\,\mathbf q\cdot\mathbf p_j}{m}\right). \tag{5}$$

The first term in the bracket is the recoil energy of a free electron initially at rest. The second is the Doppler term of a moving electron.

In the outer commutator $\rho_{\mathbf q}^\dagger$ commutes with everything in (5) except $\mathbf p_j$, and only its own $j$th term fails to commute with $\mathbf p_j$. For any function $g(\mathbf r)$ one has $[g,\mathbf q\cdot\mathbf p]=i\hbar\,\mathbf q\cdot\nabla g$. With $g=e^{-i\mathbf q\cdot\mathbf r_j}$ the gradient is $-i\mathbf q\,g$, so that

$$[e^{-i\mathbf q\cdot\mathbf r_j},\mathbf q\cdot\mathbf p_j]=i\hbar(-iq^2)e^{-i\mathbf q\cdot\mathbf r_j}=\hbar q^2e^{-i\mathbf q\cdot\mathbf r_j}.$$

The plane wave in (5) cancels this one, leaving $(\hbar/m)\hbar q^2$ for each electron:

$$[\rho_{\mathbf q}^\dagger,[H,\rho_{\mathbf q}]]=\frac{N\hbar^2q^2}{m}. \tag{6}$$

The right side is a number, so its expectation value is the same in every normalized state. Equation (4) becomes

$$A(\mathbf q)+A(-\mathbf q)=\frac{N\hbar^2q^2}{m}. \tag{7}$$

### 5. When the two directions are equivalent

If $A(\mathbf q)=A(-\mathbf q)$, equation (7) can be halved:

$$A(\mathbf q)=\frac{N\hbar^2q^2}{2m},\qquad \sum_nf_n(\mathbf q)=N. \tag{8}$$

This is the Bethe sum rule. Either of two symmetries supplies the equality.

**Parity.** Let the inversion $P$ of all positions leave $H$ unchanged, as in an atom, and let $P|0\rangle=\pm|0\rangle$. Then $P\rho_{\mathbf q}P^{-1}=\rho_{-\mathbf q}$. Inserting $P^{-1}P$ between the factors in (3) turns $A(\mathbf q)$ into $A(-\mathbf q)$.

**Time reversal.** The Hamiltonian of section 2 contains no spin and is real, so complex conjugation $K$, in the position and spin-projection representation, leaves it unchanged. Also $K\rho_{\mathbf q}K^{-1}=\rho_{-\mathbf q}$. Suppose that $K|0\rangle$ is $|0\rangle$ up to a phase, as for a real wave function. Put $|\phi\rangle=\rho_{\mathbf q}|0\rangle$. Then $K|\phi\rangle$ is $\rho_{-\mathbf q}|0\rangle$ up to a phase, and

$$A(-\mathbf q)=\langle K\phi|(H-E_0)|K\phi\rangle=\langle\phi|(H-E_0)|\phi\rangle^*=A(\mathbf q),$$

the last step because the expectation value is real. No inversion centre is needed, so the rule also covers molecules without one.

In a degenerate level $K$ may turn one state into another. It still maps an orthonormal basis of the level onto an orthonormal basis of the same level, and a sum of expectation values over such a basis does not depend on the basis chosen. The average of $A$ over the level therefore obeys (8).

For one bound electron no symmetry is required. Equations (3) and (5) give $A(\mathbf q)=\hbar^2q^2/2m+\hbar\mathbf q\cdot\langle\mathbf p\rangle/m$ directly. Moreover $\mathbf p=(im/\hbar)[H,\mathbf r]$, and the expectation value of a commutator with $H$ vanishes in a bound eigenstate, so $\langle\mathbf p\rangle=0$.

### 6. A current that separates the two directions

A charged particle on a ring threaded by magnetic flux shows what happens without such a symmetry. Use atomic units and unit radius, and let

$$H=\tfrac12L^2+v_0\cos\theta,\qquad L=-i\frac{d}{d\theta}-\varphi,$$

where $\varphi$ measures the flux and $L$ is the velocity along the ring. The operator $e^{i\theta}$ transfers one unit of momentum. From $e^{-i\theta}Le^{i\theta}=L+1$ follows $e^{-i\theta}He^{i\theta}=H+L+\tfrac12$, so

$$A(\pm1)=\tfrac12\pm\langle L\rangle .$$

A stationary state on a ring can carry a current. The argument for $\langle\mathbf p\rangle=0$ fails here because the angle $\theta$ is not a single-valued operator on the ring.

For $\varphi=0.2$ and $v_0=0.3$ hartree, diagonalization in the angular waves $e^{ik\theta}$, $|k|\le15$, gives $\langle L\rangle=-0.0957$ in the ground state. The sums are $A(1)=0.4043$ and $A(-1)=0.5957$ hartree. Their mean is $0.5000$ hartree, as (7) requires, while neither equals it.

### 7. What is fixed and what is not

For one electron, $e^{i\mathbf q\cdot\mathbf r}$ is a sudden kick. It leaves the density, and with it the potential energy, unchanged, and adds $\hbar\mathbf q$ to the momentum. With $\langle\mathbf p\rangle=0$ the mean energy rises by $\hbar^2q^2/2m$, however tightly the electron was bound.

Interaction between electrons does not alter the total. Consider two electrons in one dimension, in atomic units, in the well $\tfrac12x^2+0.2x^3+0.1x^4$ with the repulsion $[1+(x_1-x_2)^2]^{-1/2}$. The well has no inversion symmetry, but the ground state is real. Diagonalization on a grid of 34 points per electron and summation of (1) over all grid eigenstates give $A=2.2500$ hartree at $q=1.5$ inverse bohr. The rule gives $2\times1.5^2/2=2.25$ hartree.

If $|0\rangle$ is the ground state, every $f_n$ is nonnegative, and each is a share of the total $N$. If it is an excited state, transitions to lower levels count negatively, and the upward strengths add up to $N$ plus the size of the downward ones.

The sum over one shell needs similar care. Let independent electrons occupy real orbitals $a$ with energies $\varepsilon_a$ in a common local potential. For each $a$ the one-electron strengths $f_{ba}$ to all orbitals $b$ sum to 1, but the exclusion principle forbids occupied $b$. For two occupied orbitals of equal spin, $\langle b|e^{i\mathbf q\cdot\mathbf r}|a\rangle=\langle a|e^{i\mathbf q\cdot\mathbf r}|b\rangle$, while the energy difference changes sign, so $f_{ba}=-f_{ab}$. The forbidden terms cancel in pairs. The whole atom keeps the total $N$, whereas a single shell need not have a strength equal to its number of electrons.

### 8. Nonlocal potentials

The cancellation of $V$ fails if an effective Hamiltonian contains a nonlocal operator, such as Hartree–Fock exchange or many pseudopotentials. The commutator of that operator with $\rho_{\mathbf q}$ must then be kept.

For one electron in one dimension take $V_{\rm nl}=\lambda|g\rangle\langle g|$ with real $g$ and a real ground state. Here $\rho_q^\dagger\rho_q=1$, and the expansion of section 3 gives

$$[\rho_q^\dagger,[V_{\rm nl},\rho_q]]=\rho_q^\dagger V_{\rm nl}\rho_q+\rho_qV_{\rm nl}\rho_q^\dagger-2V_{\rm nl}.$$

The first two terms have equal expectation values, because the functions are real. Half of the total is added to $A$:

$$\Delta A=\lambda\left(|\langle g|e^{iqx}|0\rangle|^2-|\langle g|0\rangle|^2\right). \tag{9}$$

In atomic units take the local potential $x^2/2$, normalized $g\propto e^{-(x-0.5)^2}$, $\lambda=-1$ hartree and $q=1$ inverse bohr. Diagonalization on a grid gives $A=0.750$ hartree instead of $0.500$, and (9) accounts for the difference of $0.250$ hartree. In this model the strengths sum to $1.5$ for a single electron.

## Second half: hydrogen and the stopping of a fast ion

### 9. Symbols and results carried over

The operator $\rho_{\mathbf q}=\sum_je^{i\mathbf q\cdot\mathbf r_j}$ transfers the momentum $\hbar\mathbf q$ to $N$ electrons in the state $|0\rangle$. From here on atomic units are used: $\hbar$, the electron mass and the elementary charge are 1 and the Coulomb potential is $1/r$. Energies are in hartree, lengths in bohr. With $\omega_n=E_n-E_0$ and $F_n=\langle n|\rho_{\mathbf q}|0\rangle$, the generalized oscillator strength and its sum rule are

$$f_n(q)=\frac{2\omega_n}{q^2}|F_n|^2,\qquad \sum_nf_n(q)=N. \tag{10}$$

The rule holds for local potentials, a complete set of final states, and equivalence of $\mathbf q$ and $-\mathbf q$, which an atomic state of definite parity ensures. Also needed is $[H,\rho_{\mathbf q}]=\sum_je^{i\mathbf q\cdot\mathbf r_j}(q^2/2+\mathbf q\cdot\mathbf p_j)$.

The example is hydrogen in its 1s state, with a fixed nucleus and without relativistic or spin-dependent terms. Then $N=1$, and some of the amplitudes can be calculated by hand.

For local potentials and equivalent directions $\mathbf q$ and $-\mathbf q$, the generalized oscillator strengths sum to the number of electrons, however the electrons are bound. It remains to see how this total is distributed among the states of hydrogen, and what it implies for the energy loss of a fast ion.
